\section*{Why RMM-DIIS Settles on a Nearby Eigenvector and Can Miss States}

\section{What symmetry already decides}

In the projector augmented-wave (PAW) method, the orbitals for a fixed potential follow from the generalized eigenproblem
\begin{equation}
Hv_i=\varepsilon_i Sv_i,\qquad v_i^\dagger Sv_j=\delta_{ij},
\end{equation}
where $H$ is Hermitian and the overlap $S$ is positive definite. The pair $(H,S)$ is called a pencil. For a trial vector $c$, define the Rayleigh quotient and the residual,
\begin{equation}
\varepsilon(c)=\frac{c^\dagger Hc}{c^\dagger Sc},\qquad R=(H-\varepsilon S)c .
\end{equation}
RMM-DIIS, residual minimization with direct inversion in the iterative subspace, improves each band by reducing the size of $R$. I measure that size by
\begin{equation}
\rho^2(c)=\frac{R^\dagger S^{-1}R}{c^\dagger Sc}.
\end{equation}
With $S^{-1}$ inside, $\rho$ does not depend on the basis in which the pencil is written.

Replace $H$ by $-H$. The eigenvectors stay, the order of the levels is reversed, $R$ changes sign, and $\rho$ is unchanged. A quantity that is blind to this reversal cannot distinguish the bottom of the spectrum from the top.

Symmetry also fixes the form of $\rho^2$ near an eigenvector $v_k$. Add a small amount $a_i v_i$ of another eigenvector.
\begin{itemize}
\item The phase of $a_i$ can be changed without changing $H$ or $S$, so the leading term is proportional to $|a_i|^2$.
\item Two levels enter, and the shift $H\to H+sS$ leaves $R$ unchanged, so the coefficient depends on $\varepsilon_i-\varepsilon_k$.
\item $\rho^2$ has the dimension of energy squared and is even under $H\to-H$.
\end{itemize}
The coefficient is therefore a number times $(\varepsilon_i-\varepsilon_k)^2$. The same reasoning for $\varepsilon(c)-\varepsilon_k$, which is odd under the reversal, gives a number times $(\varepsilon_i-\varepsilon_k)$. The square has lost the sign that tells a lower state from a higher one.

\section{Two landscapes}

Let $c=\sum_i a_iv_i$ with $c^\dagger Sc=1$, and let $p_i=|a_i|^2$, so that $\sum_ip_i=1$. Then $R=\sum_i a_i(\varepsilon_i-\varepsilon)Sv_i$. Since $(Sv_i)^\dagger S^{-1}(Sv_j)=\delta_{ij}$,
\begin{equation}
\varepsilon=\sum_ip_i\varepsilon_i,\qquad
\rho^2=\sum_ip_i(\varepsilon_i-\varepsilon)^2 .
\label{var}
\end{equation}
The squared residual norm is the variance of the energy in the state $c$.

Near $v_k$, write $c=v_k+\sum_{i\ne k}a_iv_i$ before normalization. Dividing by the norm $1+\sum_{i\neq k}|a_i|^2$ changes only higher orders, and
\begin{align}
\varepsilon-\varepsilon_k&\simeq\sum_{i\ne k}(\varepsilon_i-\varepsilon_k)|a_i|^2,\\
\rho^2&\simeq\sum_{i\ne k}(\varepsilon_i-\varepsilon_k)^2|a_i|^2 .
\end{align}
In the second line $\varepsilon$ was replaced by $\varepsilon_k$, because their difference is already of second order. Both unknown numbers are one. The energy curves downwards towards every lower state, so an excited eigenvector is a saddle of the energy, or its maximum in the case of the highest level. The residual norm curves upwards in every direction if $\varepsilon_k$ is nondegenerate. For a degenerate level, the minimum is the whole eigenspace.

The choice of norm is not responsible for this. With $\delta=c-v_k$,
\begin{equation}
R=(H-\varepsilon_kS)\delta-(\varepsilon-\varepsilon_k)Sc .
\end{equation}
The last term is of second order, so the plain norm is $R^\dagger R\simeq|(H-\varepsilon_kS)\delta|^2$. For a nondegenerate $\varepsilon_k$ it too is positive unless $\delta$ is parallel to $v_k$.

Could $\rho^2$ have other minima, with a nonzero residual? Make $\sum_ip_i\varepsilon_i^2-(\sum_ip_i\varepsilon_i)^2$ stationary at fixed norm, with multiplier $\mu$. The derivative with respect to $a_i^*$ gives
\begin{equation}
a_i(\varepsilon_i^2-2\varepsilon\varepsilon_i-\mu)=0 .
\end{equation}
Multiplying by $a_i^*$ and summing gives $\mu=(\rho^2+\varepsilon^2)-2\varepsilon^2=\rho^2-\varepsilon^2$, so that
\begin{equation}
a_i\left[(\varepsilon_i-\varepsilon)^2-\rho^2\right]=0 .
\end{equation}
Every level present in $c$ lies at $\varepsilon+\rho$ or $\varepsilon-\rho$. If $\rho\neq0$, both must be present, since $\varepsilon$ is their mean, and they have equal weights. For a nondegenerate spectrum the stationary points are thus the eigenvectors and the equal mixtures of two eigenvectors. On the arc $c=\cos\theta\,v_a+\sin\theta\,v_b$, with $\Delta=\varepsilon_b-\varepsilon_a$,
\begin{equation}
\rho^2=\Delta^2\cos^2\theta\sin^2\theta=\tfrac14\Delta^2\sin^22\theta .
\end{equation}
The equal mixture at $45^\circ$ is a maximum along this arc, hence not a minimum. Every local minimum of $\rho^2$ is an eigenvector, and every eigenvector is one.

\section{What one step does}

Let $c$ be the current normalized vector and $\sigma=\varepsilon(c)$. The step adds the trial vector $c+\lambda KR$, where $K$ is a preconditioner and $\lambda$ a step length, to a small space of vectors $\phi_j$ that contains $c$. It then seeks $\bar c=\sum_j\alpha_j\phi_j$. With one common shift, the residual is linear in the coefficients:
\begin{equation}
(H-\sigma S)\bar c=\sum_j\alpha_jR_j,\qquad R_j=(H-\sigma S)\phi_j .
\end{equation}
Minimizing its squared $S^{-1}$ norm at $\bar c^\dagger S\bar c=1$ gives
\begin{equation}
\sum_l R_j^\dagger S^{-1}R_l\,\alpha_l=\mu\sum_l\phi_j^\dagger S\phi_l\,\alpha_l ,
\end{equation}
and the solution with the lowest $\mu$ is taken. Here $\mu$ is the minimized squared norm.

Let $\bar c$ have energy $\sigma'$ and residual norm $\rho'$. Split
\begin{equation}
(H-\sigma S)\bar c=(H-\sigma'S)\bar c+(\sigma'-\sigma)S\bar c .
\end{equation}
The cross term in the squared norm contains $\bar c^\dagger(H-\sigma'S)\bar c$, which vanishes by the definition of $\sigma'$. The vector $c$ is itself a candidate, with the value $\rho^2$. Therefore
\begin{equation}
\rho'^2+(\sigma'-\sigma)^2=\mu\le\rho^2 .
\label{mono}
\end{equation}
The residual norm never rises, and the energy cannot move by more than $\rho$ in one step.

\section{How near is near enough}

A discrete step might jump over a barrier, so the landscape alone does not prove that the state is kept. Equation \eqref{mono} supplies the missing part. By \eqref{var}, $\rho^2$ is an average of $(\varepsilon_i-\varepsilon)^2$ and cannot be less than the smallest of these squares. Some level $\varepsilon_k$ thus lies within $\rho$ of $\sigma$. After the step, some level $\varepsilon_l$ lies within $\rho'$ of $\sigma'$. Hence
\begin{equation}
|\varepsilon_l-\varepsilon_k|\le\rho+|\sigma'-\sigma|+\rho'\le(1+\sqrt2)\rho .
\end{equation}
The last inequality uses $x+y\le\sqrt{2(x^2+y^2)}$ and \eqref{mono}. Let $g_k$ be the distance from $\varepsilon_k$ to its closest neighbour. If
\begin{equation}
(1+\sqrt2)\,\rho<g_k ,
\label{safe}
\end{equation}
then $l=k$. Since $\rho'\le\rho$, the condition holds again at the next step, and the iteration stays with state $k$. If $\rho$ goes to zero, the vector goes to $v_k$: the other levels remain at least $g_k-\rho$ away from $\varepsilon$, so $\rho^2\ge(1-p_k)(g_k-\rho)^2$ forces $p_k\to1$.

This is the precise sense in which this form of RMM-DIIS stays with the nearest eigenvector. The condition is sufficient, not necessary. It assumes the common shift, the $S^{-1}$ norm and a space that contains $c$.

It does not promise that $\rho$ reaches zero. Take $K=S^{-1}$, let $d_i=\varepsilon_i-\varepsilon$ and $m_n=\sum_ip_id_i^n$, so that $m_2=\rho^2$. The vector $\hat r=S^{-1}R/\rho$ has amplitudes $a_id_i/\rho$ and is $S$-orthogonal to $c$, because $m_1=0$. In the basis $(c,\hat r)$ the matrix to be diagonalized in the first step is
\begin{equation}
\begin{pmatrix}\rho^2&m_3/\rho\\ m_3/\rho&m_4/\rho^2\end{pmatrix},
\qquad \frac{m_4}{\rho^2}\ge\rho^2 .
\label{two}
\end{equation}
If $m_3=0$ and the inequality is strict, the lowest solution is $c$ itself. The next trial vector is then the same as the last, and the iteration stalls. Such a start needs a balanced energy distribution. When several trial vectors are kept, a general perturbation removes the balance. If the space is restarted after every single trial vector, however, general starts that satisfy \eqref{safe} can also stagnate at a nonzero $\rho$ for many thousands of steps.

\section{A pencil with eight levels}

Take $H_{jj}=0,1,\dots,7$ eV, a coupling of $0.2$ eV between neighbours, and one projector $p$ with eight equal components $1/\sqrt8$. As in PAW, it enters both matrices: $-0.5\,pp^{T}$ eV is added to $H$, and $S=1+0.3\,pp^{T}$. These are round model parameters. The basis is dimensionless and no length occurs. The iteration uses $K=S^{-1}$, $\lambda=-0.2$ eV$^{-1}$, and a restart after four trial vectors. With the common shift only the span of the trial vectors matters, so any nonzero $\lambda$ gives the same iterates.

The lowest five levels are $-0.0845$, $0.8906$, $1.8547$, $2.8309$ and $3.8153$ eV. From state 3 towards state 4 the difference is $0.9762$ eV. The second derivatives along $a_4$ should be $2\times0.9762=1.952$ eV for the energy and $2\times0.9762^2=1.906$ eV$^2$ for $\rho^2$, as finite differences confirm. Towards state 2 they are $-1.928$ eV and $+1.859$ eV$^2$: the energy falls, the residual norm rises. The barrier in $\rho$ between states 3 and 4 is $0.9762/2=0.4881$ eV.

Now three bands are wanted. Their starts have weight $0.995$ on states 1, 2 and 4, and the remaining $0.005$ is spread equally over the other seven states. State 3 is present in each, with weight $0.005/7\simeq0.0007$. For the third band $\rho=0.1747$ eV, and
\begin{equation}
(1+\sqrt2)\times0.1747=0.422\ \text{eV}<0.9762\ \text{eV}.
\end{equation}
Condition \eqref{safe} holds, also for the other two bands, so the only state each band can converge to is fixed before the first step. The bands converge to $-0.0845$, $0.8906$ and $2.8309$ eV, in 15, 44 and 72 steps. All residual norms are below $10^{-6}$ eV, yet the third level, $1.8547$ eV or $0.06816$ hartree, is missing.

The form with the plain norm, in which each stored residual keeps its own energy, was tested from the same three starts and reached the same states. The inequality \eqref{mono} was not derived for that form and does not hold for it in general: there $\rho$ can rise in a step. The guarantee itself was tested on 60 random starts that satisfy \eqref{safe}, some with $(1+\sqrt2)\rho/g_k$ as large as $0.989$; all kept their state.

\section{Far from any eigenvector}

Outside the region \eqref{safe}, ``nearest'' has no single meaning. Consider a start with weights $0.36$, $0.30$ and $0.34$ on states 1, 2 and 3. Of these three states, its overlap is largest with state 1 and smallest with state 2, but its energy is
\begin{equation}
\varepsilon=0.36(-0.0845)+0.30(0.8906)+0.34(1.8547)=0.867\ \text{eV},
\end{equation}
close to level 2. The deviations $d_i$ are $-0.952$, $0.023$ and $0.987$ eV. They give $\rho^2=0.658$ eV$^2$, $m_3/\rho=0.021$ eV$^2$ and $m_4/\rho^2=0.940$ eV$^2$. The lowest solution of \eqref{two} is proportional to $c-t\hat r$ with $t=\tan\theta$ and
\begin{equation}
\tan2\theta=\frac{2\times0.021}{0.940-0.658}\simeq0.15,\qquad t\simeq0.07 .
\end{equation}
To first order in $t$ the energy moves by $-2t\rho\simeq-0.12$ eV, to about $0.75$ eV, where level 2 is still the closest.

The next residual contains $S^{-1}H\hat r$, because $t\ne0$. The trial space now holds $c$, $S^{-1}Hc$ and $(S^{-1}H)^2c$. For three distinct levels with nonzero weights these are independent and span all of $v_1,v_2,v_3$. In that space the minimum of $\sum_ip_i(\varepsilon_i-\sigma)^2$ is the eigenvector whose level is closest to $\sigma$, which is $v_2$. The calculation indeed ends there. Its overlap with the second band found above is one to eight decimals, so two bands that start apart can become duplicates. Their overlap matrix is then singular, and orthonormalization fails or has to bring in a new direction.

This example must not be turned into a rule that energy decides. Of 100 starts with random amplitudes on all eight states, all reached an eigenvector. In 78 cases it was the state of largest initial overlap, and in only 23 the level closest to the initial energy; these counts come from one sample and change by several units with another. With eight levels present, the at most five vectors held before a restart never span the space, so the argument above does not apply, and $\sigma$ moves from step to step. By \eqref{two}, the first shift has the sign opposite to $m_3$, away from the longer tail of the energy distribution. That this drift towards the bulk of the weight explains the success of the overlap is a conjecture. Neither criterion is reliable so far out.

\section{Noticing the gap and closing it}

Diagonalizing $H$ within the converged bands does not help. Between distinct eigenvectors $v_i^\dagger Hv_j=\varepsilon_j\delta_{ij}$, so the small matrix is already diagonal, and a rotation among states 1, 2 and 4 cannot create state 3.

A count can reveal the loss. With the eigenvectors as columns of $V$,
\begin{equation}
V^\dagger(H-sS)V=\mathrm{diag}(\varepsilon_i-s).
\end{equation}
A congruence preserves the number of negative eigenvalues, so a factorization of $H-sS$ counts the levels below $s$ without computing them. At $s=3.1309$ eV, just above the highest band found, the count is four, while three bands are in hand. This requires a matrix small enough to factorize.

Energy minimization for all bands together can escape from the trap, provided that the starts contain some of the missing state. In a block step, $H$ is diagonalized in the space of all bands and their preconditioned residuals $S^{-1}R$, and the lowest three solutions are kept. The set $\{v_1,v_2,v_4\}$ is stationary here too, since its residuals vanish, but it is unstable: an admixture $a\,v_3$ in the third band changes the energy sum by $-(\varepsilon_4-\varepsilon_3)|a|^2$. From the same starts the block method converges to $-0.0845$, $0.8906$ and $1.8547$ eV. The run took 16 steps, but this count depends on rounding: the first step already yields $v_1$ and $v_2$ exactly (see below), so their residuals are afterwards rounding noise, which orthonormalization turns into arbitrary search directions.

For these three starts a single block step before RMM-DIIS already suffices. The equal leftovers explain why it is so effective. The three starts are combinations of $v_1$, $v_2$, $v_4$ and
\begin{equation}
w=(v_3+v_5+v_6+v_7+v_8)/\sqrt5 .
\end{equation}
Together with the residuals they span $v_1$, $v_2$, $v_4$, $w$ and $S^{-1}Hw$. The last two form a separate $2\times2$ problem. The five levels in $w$ have mean $4.62$ eV, standard deviation $1.70$ eV, and third central moment divided by variance $-0.65$ eV. Orthonormalizing as for \eqref{two}, the matrix of $H$ has diagonal elements $4.62$ and $4.62-0.65=3.96$ eV (from unrounded values) and off-diagonal element $1.70$ eV. Its lower eigenvalue is
\begin{equation}
4.29-\sqrt{0.33^2+1.70^2}\simeq2.56\ \text{eV}.
\end{equation}
This lies below $\varepsilon_4=2.83$ eV, so the new vector displaces $v_4$ from the lowest three. It contains none of states 1, 2 and 4, and its other levels start at $3.82$ eV. The weight of state 3 is therefore at least $(3.82-2.56)/(3.82-1.85)\simeq0.64$.

The six vectors of this step have only five independent directions; in the calculation, rounding sets the sixth, which can lower the third energy further but not raise it. Such a vector need not satisfy \eqref{safe}. That residual minimization then reaches state 3 is a result of the calculation, not of the guarantee. The one-step cure is special to the equal leftovers: with random leftovers of the same total weight, one block step is usually not enough even in this model, and a larger basis may need more steps still.

The division of labour follows from the two landscapes. Energy minimization selects which states are present, because its excited stationary points are unstable. Residual minimization refines each of them separately, because its stationary points at eigenvectors are all stable. The same stability that lets a band converge without being kept orthogonal to the lower ones also preserves a wrong selection. If the missed state should be occupied, the density built from the bands belongs to an excited configuration, however small the residuals. The full list of levels and start values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
basis size: 8
diagonal of H before projector: 0 to 7 eV, spacing 1 eV
neighbour coupling: 0.2 eV
projector strength in H: -0.5 eV; in S: 0.3
projector components, all equal: 0.3536
trial step: -0.2 1/eV; trial vectors per restart: 4
convergence threshold: 1e-06 eV
level 1: -0.0845 eV, nearest gap 0.9750 eV
level 2: 0.8906 eV, nearest gap 0.9642 eV
level 3: 1.8547 eV, nearest gap 0.9642 eV
level 4: 2.8309 eV, nearest gap 0.9762 eV
level 5: 3.8153 eV, nearest gap 0.9844 eV
level 6: 4.8072 eV, nearest gap 0.9918 eV
level 7: 5.8109 eV, nearest gap 0.9910 eV
level 8: 6.8019 eV, nearest gap 0.9910 eV
at state 3 towards 1: energy curvature -3.878 eV, rho^2 curvature 7.521 eV^2
at state 3 towards 2: energy curvature -1.928 eV, rho^2 curvature 1.859 eV^2
at state 3 towards 4: energy curvature 1.952 eV, rho^2 curvature 1.906 eV^2
at state 3 towards 5: energy curvature 3.921 eV, rho^2 curvature 7.688 eV^2
barrier in rho between states 3 and 4: 0.4881 eV
largest rho^2 at 20 BFGS minima: 9.1e-10 eV^2
near starts, all kept their state: 60
largest (1+sqrt2) rho/gap among them: 0.989
random far starts, all reached an eigenvector: 100
  ended at state of largest overlap: 78
  ended at level nearest starting energy: 23
main weight of each band start: 0.995
band 1 start: e -0.0649 eV, rho 0.3094 eV, limit 0.4039 eV
band 1 end: state 1, e -0.0845 eV, 15 steps
band 2 start: e 0.9046 eV, rho 0.2513 eV, limit 0.3994 eV
band 2 end: state 2, e 0.8906 eV, 44 steps
band 3 start: e 2.8338 eV, rho 0.1747 eV, limit 0.4043 eV
band 3 end: state 4, e 2.8309 eV, 72 steps
Ritz values of final bands: [-0.0845  0.8906  2.8309] eV
levels below 3.1309 eV by inertia: 4
missed level 3: 1.8547 eV = 0.06816 hartree
block energy minimization: [-0.0845  0.8906  1.8547] eV
block steps to convergence: 16
fewest block steps that cure the miss: 1
far start weights on states 1, 2, 3: [0.36 0.3  0.34]
far start: e 0.8674 eV, rho 0.8110 eV
far start ends at state 2, e 0.8906 eV
its S-overlap with final band 2: 1.00000000
\end{verbatim}
